# Thermoelectric generator with ZT = 1 at a small temperature difference: a numerical check

```python
# Result under test: a thermoelectric leg with figure of merit ZT, run at its
# best load over a vanishing temperature difference dT, reaches the fraction
# (M-1)/(M+1) of Carnot efficiency, M = sqrt(1+ZT); for ZT = 1: 3 - 2*sqrt(2).
# S: Seebeck coefficient, rho: resistivity, kappa: thermal conductivity at zero
# current, J: current density, q: heat flux, m: load resistance / leg resistance.
# Independent road: numerical integration of the local transport equations
#   q = S*T*J - kappa*dT/dx,   dq/dx = J*(rho*J + S*dT/dx).
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

T0 = 300.0            # mean temperature, K
S0 = 200e-6           # V/K
sigma0 = 1.0e5        # S/m
kappa0 = 1.2          # W/(m K)
length = 20e-6        # m
area = (100e-6) ** 2  # m^2
dT_ex = 10.0          # K
rho0 = 1 / sigma0
ZT = S0**2 * sigma0 * T0 / kappa0


def best_fraction(zt):
    M = np.sqrt(1 + zt)
    return (M - 1) / (M + 1)


def end_fluxes(dT, J, seebeck, conductivity, steps=20):
    """Heat flux at the hot and cold ends, by shooting with Runge-Kutta."""
    hot, cold = T0 + dT / 2, T0 - dT / 2
    h = length / steps

    def rates(T, q):
        s = seebeck(T)
        slope = (s * T * J - q) / conductivity(T)
        return slope, J * (rho0 * J + s * slope)

    def march(q):
        T = hot
        for _ in range(steps):
            a1, b1 = rates(T, q)
            a2, b2 = rates(T + h * a1 / 2, q + h * b1 / 2)
            a3, b3 = rates(T + h * a2 / 2, q + h * b2 / 2)
            a4, b4 = rates(T + h * a3, q + h * b3)
            T += h * (a1 + 2 * a2 + 2 * a3 + a4) / 6
            q += h * (b1 + 2 * b2 + 2 * b3 + b4) / 6
        return T, q

    conduction = conductivity(T0) * dT / length
    guess = seebeck(hot) * hot * J + conduction
    q_hot = brentq(lambda q: march(q)[0] - cold, guess - conduction / 2,
                   guess + conduction / 2, xtol=1e-8, rtol=1e-14)
    return q_hot, march(q_hot)[1]


def optimum(dT, zt, power_law, target="efficiency"):
    """Fraction of Carnot and load ratio at the numerically best current, for
    a material with S ~ T**power_law and the same ZT at every temperature."""
    def seebeck(T):
        return S0 * (T / T0) ** power_law

    def conductivity(T):
        return seebeck(T) ** 2 * T / (rho0 * zt)

    J_short = S0 * dT / (rho0 * length)

    def loss(j):
        qh, qc = end_fluxes(dT, j * J_short, seebeck, conductivity)
        return -(qh - qc) / (qh if target == "efficiency" else J_short * S0 * dT)

    j = minimize_scalar(loss, bounds=(0.02, 0.98), method="bounded",
                        options={"xatol": 1e-7}).x
    J = j * J_short
    qh, qc = end_fluxes(dT, J, seebeck, conductivity)
    carnot = dT / (T0 + dT / 2)
    return np.array([(qh - qc) / qh / carnot, (qh - qc) / (J**2 * rho0 * length)])


def zero_limit(zt, power_law, target="efficiency"):
    return 2 * optimum(1.0, zt, power_law, target) - optimum(2.0, zt, power_law, target)


print("LIMIT dT -> 0")
print(f"ZT of the example material: {ZT:.4f}")
print(f"formula, best load: {best_fraction(ZT):.5f} of Carnot")
assert abs(best_fraction(1.0) - (3 - 2 * np.sqrt(2))) < 1e-14
for power in (0.0, 0.5, 1.0):
    frac, load = zero_limit(1.0, power)
    print(f"transport equations, S ~ T^{power}: {frac:.5f}, load ratio {load:.4f}")
    assert abs(frac - best_fraction(1.0)) < 2e-5
    assert abs(load - np.sqrt(2)) < 3e-3
for zt in (0.5, 3.0, 8.0):
    frac, load = zero_limit(zt, 0.5)
    print(f"ZT = {zt}: formula {best_fraction(zt):.4f}, equations {frac:.4f}")
    assert abs(frac - best_fraction(zt)) < 1e-4
    assert abs(load - np.sqrt(1 + zt)) < 1e-2
frac_mp, load_mp = zero_limit(1.0, 0.5, "power")
matched = 1.0 / (2 * 1.0 + 4)
print(f"greatest power, ZT = 1: formula {matched:.5f}, equations {frac_mp:.5f}")
assert abs(frac_mp - matched) < 3e-5 and abs(load_mp - 1) < 3e-3

# Worked example with constant properties
hot, cold = T0 + dT_ex / 2, T0 - dT_ex / 2
R = rho0 * length / area
K = kappa0 * area / length


def balance(m):
    I = S0 * dT_ex / (R * (1 + m))
    return I, I**2 * m * R, S0 * hot * I + K * dT_ex - I**2 * R / 2


m_best = np.sqrt(1 + ZT)
I, P, Q = balance(m_best)
eta, carnot = P / Q, dT_ex / hot
qh, qc = end_fluxes(dT_ex, I / area, lambda T: S0, lambda T: kappa0)
assert abs(qh * area / Q - 1) < 1e-8
assert abs((qh - qc) * area / P - 1) < 1e-6
m_search = minimize_scalar(lambda m: -balance(m)[1] / balance(m)[2],
                           bounds=(0.2, 5), method="bounded",
                           options={"xatol": 1e-8}).x
assert abs(m_search - m_best) < 1e-4

print("EXAMPLE LEG")
print(f"S = {S0*1e6:.0f} uV/K, sigma = {sigma0/100:.0f} S/cm, kappa = {kappa0} W/(m K)")
print(f"T = {T0:.0f} K, dT = {dT_ex:.0f} K, ends {hot:.0f} K and {cold:.0f} K")
print(f"length {length*1e6:.0f} um, side {np.sqrt(area)*1e6:.0f} um")
print(f"resistance R = {R*1e3:.2f} mOhm, best load = {m_best*R*1e3:.2f} mOhm")
print(f"thermal conductance K = {K*1e3:.3f} mW/K")
print(f"open-circuit voltage = {S0*dT_ex*1e3:.3f} mV, current = {I*1e3:.2f} mA")
print(f"power = {P*1e6:.2f} uW = {P/area/1e4:.3f} W/cm2")
print(f"Peltier heat at hot end = {S0*hot*I*1e3:.3f} mW")
print(f"conducted heat K dT = {K*dT_ex*1e3:.3f} mW")
print(f"half Joule heat = {I**2*R/2*1e3:.4f} mW")
print(f"heat input = {Q*1e3:.3f} mW = {Q/area/1e4:.1f} W/cm2")
print(f"efficiency = {eta*100:.3f} %, Carnot = {carnot*100:.3f} %")
print(f"fraction of Carnot = {eta/carnot:.4f}")

print("NEGLECTED EFFECTS (rough inputs)")
print(f"finite dT, constant properties: fraction {eta/carnot/best_fraction(ZT)-1:+.2%}")
drift = optimum(dT_ex, 1.0, 1.0)[0]
print(f"same dT, ZT = 1 everywhere, S ~ T: {drift/best_fraction(1.0)-1:+.2%}")

contact = 1e-7        # Ohm cm^2 for each of two contacts
contact_share = 2 * contact * 1e-4 / (rho0 * length)
zt_contact = ZT / (1 + contact_share)
print(f"contact resistivity {contact:.0e} Ohm cm2 each, two contacts")
print(f"  adds {contact_share:.1%} to R: ZT {zt_contact:.3f}, "
      f"fraction {best_fraction(zt_contact):.4f}")

kappa_air = 0.026     # W/(m K), gap area equal to leg area
zt_air = ZT / (1 + kappa_air / kappa0)
print(f"air gap of equal area, kappa {kappa_air} W/(m K)")
print(f"  adds {kappa_air/kappa0:.1%} to K: fraction {best_fraction(zt_air):.4f}")

interface, sink, fill = 0.01, 0.2, 0.5   # K cm^2/W, K cm^2/W, leg area share
flux = Q / area / 1e4
drop_interface, drop_sink = flux * interface, flux * fill * sink
chip = hot + drop_interface
coolant = cold - drop_interface - drop_sink
print(f"interface {interface} K cm2/W: drop {drop_interface:.2f} K at each end")
print(f"heat sink {sink} K cm2/W, leg area share {fill}: drop {drop_sink:.2f} K")
print(f"  fraction of chip-to-coolant Carnot: {eta/(1-coolant/chip):.4f}")

# Minority carriers: energy-resolved transport in two mirror-image parabolic
# bands with acoustic-phonon scattering; x = (energy - Fermi level)/(k_B T0).
gap = 0.15            # eV
g = gap * q_e / (k_B * T0)


def moments(fermi, with_minority):
    """Transport moments; fermi = Fermi level above majority edge, in k_B T0."""
    def window(x):
        return 1 / (4 * np.cosh(x / 2) ** 2)
    out = []
    for n in range(3):
        total = quad(lambda y: y * (y - fermi)**n * window(y - fermi), 0, 50)[0]
        if with_minority:
            total += quad(lambda y: y * (-y - fermi - g)**n
                          * window(y + fermi + g), 0, 50)[0]
        out.append(total)
    return np.array(out)


def seebeck_size(mom):
    return k_B / q_e * mom[1] / mom[0]


fermi = brentq(lambda f: seebeck_size(moments(f, False)) - S0, -3, 4)
one, two = moments(fermi, False), moments(fermi, True)
assert abs(one[0] - np.log1p(np.exp(fermi))) < 1e-7
scale = sigma0 / one[0]


def electronic_kappa(mom):
    return scale * T0 * (k_B / q_e) ** 2 * (mom[2] - mom[1] ** 2 / mom[0])


kappa_e = electronic_kappa(one)
assert 0 < kappa_e < kappa0
kappa_two = kappa0 - kappa_e + electronic_kappa(two)
S_two = seebeck_size(two)
zt_two = S_two**2 * scale * two[0] * T0 / kappa_two
assert zt_two < ZT
print(f"Fermi level from majority band edge: {fermi*k_B*T0/q_e*1e3:+.1f} meV")
print(f"electronic part of kappa, majority band: {kappa_e:.3f} W/(m K)")
print(f"minority carriers, gap {gap} eV: S {S_two*1e6:.1f} uV/K, "
      f"kappa {kappa_two:.3f} W/(m K)")
print(f"  ZT {zt_two:.3f}, fraction {best_fraction(zt_two):.4f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
LIMIT dT -> 0
ZT of the example material: 1.0000
formula, best load: 0.17157 of Carnot
transport equations, S ~ T^0.0: 0.17157, load ratio 1.4142
transport equations, S ~ T^0.5: 0.17157, load ratio 1.4142
transport equations, S ~ T^1.0: 0.17157, load ratio 1.4142
ZT = 0.5: formula 0.1010, equations 0.1010
ZT = 3.0: formula 0.3333, equations 0.3333
ZT = 8.0: formula 0.5000, equations 0.5000
greatest power, ZT = 1: formula 0.16667, equations 0.16667
EXAMPLE LEG
S = 200 uV/K, sigma = 1000 S/cm, kappa = 1.2 W/(m K)
T = 300 K, dT = 10 K, ends 305 K and 295 K
length 20 um, side 100 um
resistance R = 20.00 mOhm, best load = 28.28 mOhm
thermal conductance K = 0.600 mW/K
open-circuit voltage = 2.000 mV, current = 41.42 mA
power = 48.53 uW = 0.485 W/cm2
Peltier heat at hot end = 2.527 mW
conducted heat K dT = 6.000 mW
half Joule heat = 0.0172 mW
heat input = 8.510 mW = 85.1 W/cm2
efficiency = 0.570 %, Carnot = 3.279 %
fraction of Carnot = 0.1739
NEGLECTED EFFECTS (rough inputs)
finite dT, constant properties: fraction +1.38%
same dT, ZT = 1 everywhere, S ~ T: +1.34%
contact resistivity 1e-07 Ohm cm2 each, two contacts
  adds 10.0% to R: ZT 0.909, fraction 0.1603
air gap of equal area, kappa 0.026 W/(m K)
  adds 2.2% to K: fraction 0.1690
interface 0.01 K cm2/W: drop 0.85 K at each end
heat sink 0.2 K cm2/W, leg area share 0.5: drop 8.51 K
  fraction of chip-to-coolant Carnot: 0.0863
Fermi level from majority band edge: +1.9 meV
electronic part of kappa, majority band: 0.486 W/(m K)
minority carriers, gap 0.15 eV: S 196.6 uV/K, kappa 1.290 W/(m K)
  ZT 0.903, fraction 0.1594
ALL CHECKS PASSED
```
